# Which fourteen electrons of tungsten remain with a 60-electron core potential?

## Question

I am setting up a calculation on tungsten hexacarbonyl, a precursor for depositing tungsten, and began with a single neutral W atom. The basis set comes with an effective core potential that "replaces 60 electrons". I know that $Z=74$, so the subtraction is easy, but I cannot work out which electrons are left.

I filled the subshells in the usual order,

$$1s\,2s\,2p\,3s\,3p\,4s\,3d\,4p\,5s\,4d\,5p\,6s\,4f\,5d,$$

and crossed out the first 60 electrons. That removes the xenon configuration (54 electrons), then $6s^2$, then four of the $4f$ electrons. I am left with $4f^{10}5d^4$. This has the right number of electrons, but it cannot be right for a transition metal: the $6s$ electrons have gone and the $4f$ shell has been cut in two.

Which electrons does the potential replace, and how are the remaining ones shared among $5s$, $5p$, $5d$ and $6s$? Does the number 60 settle this, or is more information needed?

## Answer

Your subtraction is right, but the electrons were removed in the wrong order. The filling sequence is a rule for building the configuration of an atom. An effective core potential (ECP) normally replaces whole inner subshells, which are chosen mainly for being compact. For tungsten the two criteria give different sets of 60 electrons.

### What the 60 electrons are

A subshell with angular quantum number $l$ has $2l+1$ orbitals, one for each $m=-l,\dots,l$, and each orbital holds two electrons of opposite spin. Its capacity is therefore $2(2l+1)$. A shell with principal quantum number $n$ contains the subshells $l=0,\dots,n-1$, so its capacity is

$$
\sum_{l=0}^{n-1}2(2l+1)=4\sum_{l=0}^{n-1}l+2\sum_{l=0}^{n-1}1
=4\,\frac{n(n-1)}{2}+2n=2n^2 .
$$

The first four shells hold 2, 8, 18 and 32 electrons, and

$$
N_{\text{core}}=2+8+18+32=60 .
$$

This is the core that the potential replaces:

$$
1s^2\,2s^2 2p^6\,3s^2 3p^6 3d^{10}\,4s^2 4p^6 4d^{10} 4f^{14}.
$$

It can also be written $[\mathrm{Kr}]\,4d^{10}4f^{14}$, with $36+10+14=60$. It is not a noble-gas core. Xenon has 54 electrons, including $5s^2 5p^6$ but no $4f$ electrons, whereas this core includes the whole $4f$ subshell and leaves out $5s$ and $5p$.

The number 60 alone does not prove this assignment, since your own list also contained 60 electrons. The identity of the core belongs to the definition of the potential. The sum above shows that the stated number matches four complete shells.

### What remains

For a neutral atom the number of explicit electrons, those the calculation treats individually, is

$$
N_{\text{explicit}}=Z-N_{\text{core}}=74-60=14 .
$$

To identify them, write down the full configuration first. Filling by increasing $n+l$, and by increasing $n$ when two sums are equal, gives

$$
[\mathrm{Xe}]\,6s^2\,4f^{14}\,5d^4,\qquad 54+2+14+4=74 .
$$

Now sort the same electrons by $n$. This changes the order of writing and nothing else:

$$
\underbrace{1s^2\,2s^2 2p^6\,3s^2 3p^6 3d^{10}\,4s^2 4p^6 4d^{10}4f^{14}}_{60}\;
\underbrace{5s^2\,5p^6\,5d^4\,6s^2}_{14}.
$$

Removing every subshell with $n\le4$ leaves the second group:

$$
\boxed{5s^2\,5p^6\,5d^4\,6s^2},\qquad 2+6+4+2=14 .
$$

Your remainder, $4f^{10}5d^4$, also adds up to 14. The total therefore cannot reveal the error; the list of subshells has to be checked as well.

### Why the atom is still neutral

The nucleus has charge $+74e$ and the core electrons carry $-60e$. Outside the core, an explicit electron feels the sum of the two. In atomic units its potential energy is

$$
-\frac{74}{r}+\frac{60}{r}=-\frac{14}{r}.
$$

The nucleus and the core electrons together thus act at long range as a charge of $+14e$, which balances the 14 explicit electrons. Nearer the nucleus this simple form fails, because the electron penetrates the core. The ECP adds short-range terms there, which depend on $l$ and represent the core's effect on the $s$, $p$, $d$ and higher orbitals.

If the atom carries a charge $qe$, then $q$ further electrons are missing:

$$
N_{\text{explicit}}=Z-N_{\text{core}}-q .
$$

For $\mathrm{W^{6+}}$ this gives $74-60-6=8$. The six electrons removed are the outer $5d^4 6s^2$, so the ion keeps $5s^2 5p^6$. A bare $\mathrm{W^{6+}}$ ion is therefore not an empty centre in such a calculation.

### Why $4f$ is in the core and $5s$ is not

It may seem natural to put the most strongly bound electrons in the core. For tungsten, that criterion does not give this core either. The following values come from an all-electron calculation on the free atom, using the radial Dirac equation with a spherically averaged mean field and local exchange but no correlation. Energies and radii are averaged over the two spin-orbit partners of each subshell.

| Subshell | Root-mean-square radius (pm) | Orbital energy (eV) |
|---|---:|---:|
| $4d$ | 29 | −236 |
| $4f$ | 36 | −32 |
| $5s$ | 60 | −78 |
| $5p$ | 70 | −43 |
| $5d$ | 124 | −3.6 |
| $6s$ | 182 | −5.0 |

In energy, $4f$ lies above both $5s$ and $5p$. If whole subshells are collected from the lowest energy upwards, the running total is 46 after $4d$, 48 after $5s$, 54 after $5p$ and 68 after $4f$. It passes 60 without stopping there. The 60 most strongly bound electrons would be the xenon configuration plus six of the fourteen $4f$ electrons. Spin-orbit coupling does divide $4f$ into groups of six and eight, so a set of 60 could be completed in that way, but it would still split the $4f$ subshell and remove $5s$ and $5p$.

In radius, the order is different. The $4f$ subshell comes directly after $4d$, and the running total is

$$
46\ (\text{after }4d)\;\longrightarrow\;60\ (\text{after }4f)\;\longrightarrow\;62\ (\text{after }5s).
$$

The innermost 60 electrons are the shells $n=1$ to 4. The next subshell, $5s$, is larger than $4f$ by a factor $60/36\approx1.7$.

Size matters because a core potential assumes that the core hardly changes when the atom forms bonds. A bond mainly alters the density in the outer region, where $5d$ and $6s$ are found. The $4f$ electrons are weakly bound compared with the rest of the core, but they sit well inside that region. The $5s$ and $5p$ electrons extend further towards $5d$, and keeping them explicit lets them respond to changes in the $5d$ density. The contrast is clear for $5p$ but not for $5s$. In the same all-electron model, removing the six outer electrons shrinks the root-mean-square radii by about 0.04% for $4d$, 1.9% for $4f$, 2.1% for $5s$ and 5.1% for $5p$. The $4f$ subshell is thus the least rigid part of this core, and freezing it is an approximation.

Radius does not select 60 uniquely. The running total also closes at 68, after $5p$. A core of 68 electrons would leave

$$
74-68=6\quad\text{electrons},\qquad 5d^4 6s^2 .
$$

That is a possible "large core", with the semicore $5s$ and $5p$ electrons absorbed into the potential. It explains two different uses of the word *valence*. A chemist may say that tungsten has six valence electrons, while the output of a 60-electron ECP calculation reports fourteen. The extra eight are $5s^2 5p^6$: explicit, but not normally counted as bonding electrons.

### What the count cannot tell you

After the closed $5s^2 5p^6$ group, six electrons remain for $5d$ and $6s$. Subtraction does not say how they are divided. Both

$$
5s^2 5p^6 5d^4 6s^2\qquad\text{and}\qquad 5s^2 5p^6 5d^5 6s^1
$$

have 14 electrons. The filling rule gives the first, and this is also the accepted ground configuration of the free atom. The rule is not a law, however, so the agreement with the known ground state is a separate piece of information.

The orbital energies in the table do not decide the question. They put $6s$ slightly below $5d$, but moving an electron from one to the other changes the repulsion and exchange among all the electrons, so the change in total energy is not the difference of two orbital energies.

A comparison of total energies is better in principle, but the method matters. With the 60-electron potential, unrestricted Hartree–Fock theory and the def2-TZVP basis, I find

$$
E(5d^5 6s^1)-E(5d^4 6s^2)=-1.28\ \text{eV}.
$$

Each orbital was confined to a single angular function, and the numbers of $s$, $p$ and $d$ electrons were set in advance. The value comes from this one basis and its convergence has not been checked, so the last digit should not be trusted. The negative sign means that this calculation prefers $5d^5 6s^1$, whereas the lowest level of the real atom belongs to $5d^4 6s^2$. The electron count is the same on both sides, so it cannot be the cause. The fault lies in the approximations of the calculation.

One missing effect can be estimated. The all-electron calculation gives a $5d$ spin-orbit splitting of 0.72 eV. For one $d$ electron with spin-orbit energy $\zeta\,\mathbf l\cdot\mathbf s$, the product $\mathbf l\cdot\mathbf s$ is $+1$ for $j=5/2$ and $-3/2$ for $j=3/2$ (in units of $\hbar^2$). The splitting is therefore $\tfrac52\zeta$, and

$$
\zeta=\frac{0.72\ \text{eV}}{2.5}\approx0.29\ \text{eV}.
$$

By Hund's rules, the four $5d$ electrons have parallel spins and form a state with $S=2$ and $L=2$. Within this state the coupling can be written $A\,\mathbf L\cdot\mathbf S$. To find $A$, take the component with $M_L=2$ and $M_S=2$, in which four spin-up electrons occupy $m=2,1,0,-1$. The sum over electrons gives $\zeta\cdot\tfrac12(2+1+0-1)=\zeta$, while the other form gives $A M_L M_S=4A$. Hence $A=\zeta/4$. For the lowest level, $J=0$,

$$
\mathbf L\cdot\mathbf S=\tfrac12\left[J(J+1)-L(L+1)-S(S+1)\right]=\tfrac12(0-6-6)=-6,
$$

so its energy changes by

$$
-6A=-\tfrac32\zeta\approx-0.43\ \text{eV}.
$$

The high-spin $5d^5 6s^1$ state has $L=0$ and no shift at this order. Lowering $5d^4 6s^2$ by 0.43 eV changes the gap from $-1.28$ to about $-0.85$ eV. The sign is still wrong. First order underestimates the effect in so heavy an atom. Diagonalising the electron repulsion and the spin-orbit coupling together among all $d^4$ states, with the same $\zeta$ and Slater integrals from the same $5d$ orbital ($F^2\approx5.9$ eV, $F^4\approx3.8$ eV), lowers the $J=0$ level by about 0.8 eV. This alone would bring the gap to about $-0.5$ eV, still negative, and the $5d^5 6s^1$ state is also lowered at higher order. The rest must come from the other approximations: the neglect of electron correlation, the restriction on the orbitals, the finite basis and the core potential itself. I have not calculated these contributions separately. Spin-orbit coupling cannot be left out of the comparison. In the measured spectrum the $5d^5 6s^1$ level lies above the $J=0$ level but below the weighted mean of the five quintet levels, so even an accurate calculation without spin-orbit coupling should give a small negative gap.

### Setting the spin

The configuration also tells you which spin to request. In $5d^4 6s^2$ the closed subshells contribute equal numbers of spin-up and spin-down electrons, and Hund's first rule makes the four $5d$ spins parallel. Thus

$$
N_\uparrow=1+3+4+1=9,\qquad N_\downarrow=1+3+0+1=5,
$$

where the terms refer to $5s$, $5p$, $5d$ and $6s$. The total is 14, the difference is 4, and the multiplicity is $2S+1=5$. For $5d^5 6s^1$ with all six outer spins parallel, the numbers are 10 and 4, and the multiplicity is 7. Specifying the multiplicity helps, but it does not fix the orbital occupation by itself: an excited arrangement can also have four unpaired electrons. Inspect the $s$ and $d$ populations after the calculation has converged.

Do not rely on the orbital numbering in the output. Since the inner $s$ orbitals are absent, a program may call the lowest remaining one "1s". Its size identifies it. When the occupied ECP orbitals are matched to the all-electron subshells of the same $l$ with the nearest radius, the two $s$ orbitals are $5s$ and $6s$, the $p$ orbitals are $5p$ and the $d$ orbitals are $5d$.

### Your precursor molecule

In $\mathrm{W(CO)_6}$ the potential is placed on tungsten, while carbon and oxygen keep all their electrons. Each CO contributes $6+8=14$ electrons. The total is

$$
74+6\times14=158
$$

without a core potential, and

$$
14+6\times14=98
$$

with it. The difference is 60, as it should be, and it does not depend on the geometry.

The occupation $5d^4 6s^2$, on the other hand, belongs to the free atom. In the real molecule the ligands mix with the metal orbitals, and the usual description of tungsten(0) there is $5d^6$, with all electrons paired. All six outer electrons are then assigned to $5d$, so the formal $5d$ count moves from 4 to 6 while the explicit count stays at 14. Use a singlet for the ground state of the molecule, not the quintet of the atom.

The replaced electrons are also unavailable as observables. Photoelectron spectroscopy can identify tungsten by its $4f$ levels. (The $-32$ eV in the table is an orbital energy of the free atom and should not be read as their measured binding energy.) A calculation with this core has no $4f$ electrons to ionize, so those levels require an all-electron treatment or a smaller core.

### Neighbouring elements

Tantalum, one place to the left, has $Z=73$. With the same core it keeps $73-60=13$ electrons, and the filling rule gives

$$
5s^2 5p^6 5d^3 6s^2,\qquad 2+6+3+2=13 .
$$

Only the $5d$ count has changed. The argument requires a full $4f$ subshell, and it fails for a lanthanide in which $4f$ is partly filled. Neodymium shows this plainly: it has $Z=60$, so subtracting 60 would leave no electrons at all. Its configuration is $[\mathrm{Xe}]4f^4 6s^2$, and the fourth shell is incomplete. A core made of the first three shells, with $2+8+18=28$ electrons, can be used instead. It leaves

$$
60-28=32\ \text{electrons}:\qquad 4s^2 4p^6 4d^{10}4f^4\,5s^2 5p^6\,6s^2 .
$$

So before subtracting, check two things: which shells the potential replaces, and whether the atom actually fills them. For tungsten, the full list of subshells, radii and running totals is in the numerical output below.

## Computed results

```
Tungsten nuclear charge Z: 74
Electrons replaced by the def2 ECP of W: 60
Capacities of shells n = 1..4: [2, 8, 18, 32]
Filling rule, all electrons: 1s2 2s2 2p6 3s2 3p6 3d10 4s2 4p6 4d10 4f14 5s2 5p6 5d4 6s2
Core subshells (n <= 4): 1s2 2s2 2p6 3s2 3p6 3d10 4s2 4p6 4d10 4f14
Explicit electrons of neutral W: 14
Charge seen by explicit electrons: 14 e
All-electron Dirac atom, local exchange, in order of radius:
subshell  electrons  running sum  rms radius (pm)  energy (eV)
  1s    2    2      1.14    -69338.10
  2p    6    8      4.05    -10538.17
  2s    2   10      4.45    -11959.11
  3d   10   20     10.46     -1798.45
  3s    2   22     11.37     -2752.36
  3p    6   28     11.45     -2325.65
  4s    2   30     25.30      -565.91
  4p    6   36     26.96      -424.47
  4d   10   46     29.18      -236.19
  4f   14   60     36.16       -31.90
  5s    2   62     59.93       -77.82
  5p    6   68     70.46       -42.67
  5d    4   72    123.88        -3.58
  6s    2   74    182.23        -4.95
Energy order: 1s 2s 2p 3s 3p 3d 4s 4p 4d 5s 5p 4f 6s 5d
Running sums in energy order: [2, 4, 10, 12, 18, 28, 30, 36, 46, 48, 54, 68, 70, 74]
ECP Hartree-Fock (def2-TZVP); s, p, d numbers set, n from radii:
  W, 4 unpaired electrons: 5s2 5p6 5d4 6s2
  W, 6 unpaired electrons: 5s2 5p6 5d5 6s1
  W6+, 8 explicit electrons: 5s2 5p6
Hartree-Fock E(5d5 6s1) - E(5d4 6s2): -1.28 eV
5d spin-orbit splitting, Dirac atom: 0.72 eV
Tantalum: Z = 73, explicit electrons = 13
Tantalum outside the core, filling rule: 5s2 5p6 5d3 6s2
W(CO)6 electrons, all: 158; explicit: 98
```
